# Bernstein bound on the slope of a scalar aerial image: verification in Python

```python
"""
Result under test: a scalar aerial image I >= 0 with global peak Imax obeys
    |grad I| <= 2 pi NA Imax / wavelength,
and, more sharply, |grad I| <= sigma sqrt(I (Imax - I)), sigma = 4 pi NA / wavelength.
The first bound is reached by full-contrast two-beam fringes of period wavelength/(2 NA).
NA: image-side numerical aperture; wavelength: vacuum value in nm;
sigma: largest angular spatial frequency of the intensity, in rad/nm.
Slopes are divided by Imax and given in 1/nm.
"""
import numpy as np
from scipy import constants
from scipy.optimize import linprog
from scipy.special import sici

rng = np.random.default_rng(7)
wavelength, NA = 193.0, 1.35            # rough ArF water-immersion values
n_water, n_resist = 1.44, 1.70          # rough refractive indices
k_edge = 2 * np.pi * NA / wavelength    # largest lateral wavevector of the field
sigma = 2 * k_edge
bound = 2 * np.pi * NA / wavelength
cutoff_period = wavelength / (2 * NA)


def steepness(image, x):
    """Largest numerical slope divided by the peak."""
    return np.max(np.abs(np.gradient(image, x))) / image.max()


# ---- Interpolation formula, on a periodic-type image and on an isolated edge ----
def node_sum(f, x, alpha, band, K=200000):
    k = np.arange(-K, K + 1)
    beta = alpha + k * np.pi
    sign = 1 - 2 * (k % 2)
    return band * np.sum(sign * np.sin(alpha)**2 / beta**2 * f(x + beta / band))


field_q = k_edge * np.array([-1.0, -0.4, 0.1, 0.7, 1.0])
field_a = rng.normal(size=5) + 1j * rng.normal(size=5)
field_a /= np.sum(np.abs(field_a))


def mixed_image(x):
    x = np.asarray(x, dtype=float)
    return np.abs(sum(a * np.exp(1j * q * x) for a, q in zip(field_a, field_q)))**2


def edge_field(x):
    return 0.5 + sici(k_edge * np.asarray(x, dtype=float))[0] / np.pi


def edge_image(x):
    return edge_field(x)**2


formula_error = 0.0
step = 1e-3
for f in (mixed_image, edge_image):
    for x0 in (-11.0, 4.0, 23.0):
        slope = (f(x0 + step) - f(x0 - step)) / (2 * step)
        for alpha in (0.6, np.pi / 2, 2.2):
            direct = sigma * f(x0) * np.cos(alpha) + slope * np.sin(alpha)
            err = abs(direct - node_sum(f, x0, alpha, sigma)) / sigma
            formula_error = max(formula_error, err)
assert formula_error < 1e-5             # the truncated tail is about 1e-6
# The formula must fail for a frequency outside the band.
outside = lambda x: np.cos(1.3 * sigma * x)
slope = (outside(4 + step) - outside(4 - step)) / (2 * step)
outside_error = abs(slope - node_sum(outside, 4.0, np.pi / 2, sigma)) / sigma
assert outside_error > 0.05

# ---- Two-beam fringe at cutoff, built from its two plane waves ----
x_f = np.linspace(0, cutoff_period, 20001)
fringe = np.abs(0.5 * np.exp(1j * k_edge * x_f) + 0.5 * np.exp(-1j * k_edge * x_f))**2
fringe_slope = steepness(fringe, x_f)
assert abs(fringe_slope / bound - 1) < 1e-6
x_half = np.linspace(0, cutoff_period / 2, 20001)
rising = np.abs(0.5 * np.exp(1j * k_edge * x_half) - 0.5 * np.exp(-1j * k_edge * x_half))**2
fringe_width = np.interp(0.9, rising, x_half) - np.interp(0.1, rising, x_half)
least_width = 2 * np.arcsin(0.8) / sigma
assert abs(fringe_width / least_width - 1) < 1e-6

# ---- Search over all nonnegative periodic images of degree N (period 2 pi) ----
N, M = 6, 1200
theta = 2 * np.pi * np.arange(M) / M
theta = np.where(theta > np.pi, theta - 2 * np.pi, theta)
orders = np.arange(1, N + 1)
basis = np.hstack([np.ones((M, 1)), np.cos(np.outer(theta, orders)),
                   np.sin(np.outer(theta, orders))])
slope_row = np.concatenate([np.zeros(N + 1), orders])
value_row = np.concatenate([np.ones(N + 1), np.zeros(N)])


def steepest(ceiling, level=None):
    """Largest slope at 0 for 0 <= I <= ceiling, with I(0) = level if given."""
    eq = {} if level is None else dict(A_eq=value_row[None, :], b_eq=[level])
    res = linprog(-slope_row, A_ub=np.vstack([basis, -basis]),
                  b_ub=np.concatenate([ceiling, np.zeros(M)]),
                  bounds=[(None, None)] * (2 * N + 1), method="highs", **eq)
    assert res.status == 0
    return -res.fun, res.x


free_slope, free_coeff = steepest(np.ones(M))
search_ratio = free_slope / (N / 2)
assert abs(search_ratio - 1) < 5e-4     # limits are imposed on a finite grid only
expected = np.zeros(2 * N + 1)
expected[0] = expected[-1] = 0.5
# Slack between grid points lets the fringe shift by a fraction of a grid step.
assert np.max(np.abs(free_coeff - expected)) < 0.02
threshold = 0.30
level_slopes = {}
for t in (0.1, threshold, 0.8):
    level_slopes[t] = steepest(np.ones(M), t)[0] / N
    assert abs(level_slopes[t] / np.sqrt(t * (1 - t)) - 1) < 5e-4
# Peak limited to 1 only within half a cutoff period of the edge, 50 elsewhere.
far_peak = 50.0
local_ceiling = np.where(np.abs(theta) <= np.pi / N + 1e-12, 1.0, far_peak)
local_ratio = steepest(local_ceiling)[0] / (N / 2)
assert 1.05 < local_ratio < far_peak

# ---- Random phase-shift masks, partial coherence, aberrated pupil, two dimensions ----
cell, pixels, grid = 400.0, 20, 200
g = np.arange(-6, 7)
r = np.arange(grid) * cell / grid
waves = np.exp(2j * np.pi * np.outer(g, r) / cell)
freq = np.fft.fftfreq(grid, cell / grid)
beyond = np.hypot(freq[:, None], freq[None, :]) > 2 * NA / wavelength * (1 + 1e-9)
pixel_factor = np.outer(np.sinc(g / pixels), np.sinc(g / pixels))
random_ratio, worst_excess, leak = 0.0, -1.0, 0.0
n_masks, n_source = 30, 12
for _ in range(n_masks):
    mask = rng.choice([-1.0, 0.0, 1.0], size=(pixels, pixels))
    coeff = (np.fft.fft2(mask) / pixels**2)[np.ix_(g, g)] * pixel_factor
    image = np.zeros((grid, grid))
    grad_x, grad_y = np.zeros_like(image), np.zeros_like(image)
    for _ in range(n_source):
        radius, angle = 0.9 * np.sqrt(rng.random()), 2 * np.pi * rng.random()
        fx = g / cell + radius * np.cos(angle) * NA / wavelength
        fy = g / cell + radius * np.sin(angle) * NA / wavelength
        px, py = fx[:, None] * wavelength / NA, fy[None, :] * wavelength / NA
        rho2 = px**2 + py**2
        waves_error = 0.10 * rho2 + 0.05 * (3 * rho2 - 2) * px
        amp = coeff * (rho2 <= 1) * np.exp(2j * np.pi * waves_error)
        E = waves.T @ amp @ waves
        Ex = waves.T @ (2j * np.pi * fx[:, None] * amp) @ waves
        Ey = waves.T @ (2j * np.pi * fy[None, :] * amp) @ waves
        image += np.abs(E)**2
        grad_x += 2 * np.real(np.conj(E) * Ex)
        grad_y += 2 * np.real(np.conj(E) * Ey)
    peak = image.max()
    spectrum = np.abs(np.fft.fft2(image))
    leak = max(leak, spectrum[beyond].max() / spectrum.max())
    grad = np.hypot(grad_x, grad_y)
    random_ratio = max(random_ratio, grad.max() / (bound * peak))
    excess = (grad / sigma)**2 - image * (peak - image)
    worst_excess = max(worst_excess, excess.max() / peak**2)
assert leak < 1e-12
assert random_ratio < 1
assert worst_excess < 0.005             # the 2 nm grid misses the true peak by under 0.5 %

# ---- Coherent isolated edge ----
K = 500                                 # grating of very long period, orders summed directly
long_period = 2 * K * wavelength / NA
odd = np.arange(1, 2 * K, 2)
for x0 in (-60.0, 15.0, 50.0):
    summed = 0.5 + np.sum(2 / (np.pi * odd) * np.sin(2 * np.pi * odd * x0 / long_period))
    assert abs(summed - edge_field(x0)) < 1e-4
x_e = np.linspace(-300, 300, 60001)
edge = edge_image(x_e)
edge_slope = steepness(edge, x_e)
i90 = np.argmax(edge > 0.9 * edge.max())
i10 = np.where(edge[:i90] < 0.1 * edge.max())[0][-1]
edge_width = x_e[i90] - x_e[i10]
assert edge_slope < bound and edge_width > least_width

# ---- Equal lines and spaces under dipole illumination ----
pitch, pole_radius, defocus = 80.0, 0.10, 60.0
x_p = np.linspace(0, pitch, 4001)


def dipole_image(z):
    total = np.zeros_like(x_p)
    centre = wavelength / (2 * pitch * NA)
    offsets = np.linspace(-pole_radius, pole_radius, 15)
    for side in (-1, 1):
        for dx in offsets:
            for dy in offsets:
                if dx**2 + dy**2 > pole_radius**2:
                    continue
                E = np.zeros_like(x_p, dtype=complex)
                for n in range(-3, 4):
                    px = side * centre + dx + n * wavelength / (pitch * NA)
                    rho2 = px**2 + dy**2
                    if rho2 <= 1:
                        phase = 2 * np.pi * z / wavelength * np.sqrt(n_water**2 - NA**2 * rho2)
                        E += 0.5 * np.sinc(n / 2) * np.exp(1j * (k_edge * px * x_p + phase))
                total += np.abs(E)**2
    return total


dense_slope = steepness(dipole_image(0.0), x_p)
dense_defocused = steepness(dipole_image(defocus), x_p)
a0, a1 = 0.5, 1 / np.pi
assert abs(dense_slope / (2 * a0 * a1 / (a0 + a1)**2 * 2 * np.pi / pitch) - 1) < 1e-4
assert dense_defocused < dense_slope < bound

# ---- Effects outside the scalar optical model, for the cutoff fringe ----
sin_r = NA / n_resist
cos_r = np.sqrt(1 - sin_r**2)
plus, minus = np.exp(1j * k_edge * x_f), np.exp(-1j * k_edge * x_f)
te = np.abs(plus + minus)**2
tm = np.abs(cos_r * (plus + minus))**2 + np.abs(sin_r * (plus - minus))**2
tm_ratio = steepness(tm, x_f) / bound
unpol_ratio = steepness(te + tm, x_f) / bound
tm_contrast = 1 - 2 * sin_r**2
assert abs(tm_ratio - 2 * abs(tm_contrast) / (1 + abs(tm_contrast))) < 1e-5
assert tm_ratio < 1 and unpol_ratio < 1
blur = 5.0                              # rough rms acid diffusion length, nm
nodes, weights = np.polynomial.hermite.hermgauss(40)
blurred = sum(w * np.cos(k_edge * (x_f - np.sqrt(2) * blur * s))**2
              for s, w in zip(nodes, weights)) / np.sqrt(np.pi)
blur_ratio = steepness(blurred, x_f) / bound
damping = np.exp(-sigma**2 * blur**2 / 2)
assert abs(blur_ratio - 2 * damping / (1 + damping)) < 1e-5
flare = 0.03                            # rough uniform stray light, fraction of the peak
flare_ratio = steepness(fringe + flare, x_f) / bound
bandwidth_pm = 0.3                      # rough laser bandwidth
band_shift = bandwidth_pm * 1e-3 / wavelength
dose, absorbed, side_nm = 30.0, 0.10, 10.0   # mJ/cm2, fraction, nm; rough values
photon_J = constants.h * constants.c / (wavelength * 1e-9)
photons = 0.5 * dose * 1e-3 / 1e14 / photon_J * side_nm**2 * absorbed
noise_shift = 0.5 / np.sqrt(photons) / bound

# ---- Output ----
print(f"wavelength                               {wavelength:.1f} nm")
print(f"numerical aperture NA                    {NA:.2f}")
print(f"cutoff fringe period                     {cutoff_period:.2f} nm")
print(f"band edge sigma                          {sigma:.5f} rad/nm")
print(f"slope bound / Imax                       {bound:.5f} 1/nm")
print(f"slope bound                              {100*bound:.3f} % of Imax per nm")
print(f"two-beam fringe slope / Imax             {fringe_slope:.5f} 1/nm")
print(f"least 10-90 % edge width                 {least_width:.2f} nm")
print(f"fringe 10-90 % edge width                {fringe_width:.2f} nm")
print(f"least edge shift, 1 % dose, half level   {0.01/sigma:.3f} nm")
print(f"log-slope bound at I = {threshold:.2f} Imax         "
      f"{sigma*np.sqrt((1-threshold)/threshold):.4f} 1/nm")
print(f"interpolation formula, largest error     {formula_error:.1e} (units of sigma)")
print(f"same formula outside the band, error     {outside_error:.2f} (units of sigma)")
print(f"search: degree, grid points              {N}, {M}")
print(f"search: steepest slope / bound           {search_ratio:.5f}")
for t, s in level_slopes.items():
    print(f"search: slope/(sigma Imax) at I={t:.1f} Imax {s:.5f}"
          f" (formula {np.sqrt(t*(1-t)):.5f})")
print(f"local peak 1, far peak limit             {far_peak:.0f}")
print(f"  slope / bound from local peak          {local_ratio:.2f}")
print(f"random masks, source points per mask     {n_masks}, {n_source}")
print(f"  largest slope / bound                  {random_ratio:.3f}")
print(f"  spectrum beyond 2NA/wavelength         {leak:.1e} (relative)")
print(f"coherent edge: peak / clear field        {edge.max():.4f}")
print(f"coherent edge: slope / Imax              {edge_slope:.5f} 1/nm")
print(f"coherent edge: slope / bound             {edge_slope/bound:.3f}")
print(f"coherent edge: 10-90 % width             {edge_width:.1f} nm")
print(f"dense lines: pitch                       {pitch:.0f} nm")
print(f"dense lines: pole radius / pupil radius  {pole_radius:.2f}")
print(f"dense lines in focus: slope / Imax       {dense_slope:.5f} 1/nm")
print(f"dense lines in focus: slope / bound      {dense_slope/bound:.3f}")
print(f"dense lines: defocus in water (n={n_water:.2f})  {defocus:.0f} nm")
print(f"dense lines defocused: slope / bound     {dense_defocused/bound:.3f}")
print(f"resist index, sine of beam angle         {n_resist:.2f}, {sin_r:.3f}")
print(f"TM fringe: signed contrast               {tm_contrast:.3f}")
print(f"TM fringe: slope / bound                 {tm_ratio:.3f}")
print(f"unpolarized fringe: slope / bound        {unpol_ratio:.3f}")
print(f"acid blur {blur:.0f} nm rms: slope / bound       {blur_ratio:.3f}")
print(f"flare {100*flare:.0f} % of peak: slope / bound        {flare_ratio:.3f}")
print(f"laser bandwidth {bandwidth_pm:.1f} pm: bound changes by  {band_shift:.1e} (relative)")
print(f"peak dose, absorbed fraction             {dose:.0f} mJ/cm2, {absorbed:.2f}")
print(f"photons absorbed, {side_nm:.0f} nm square, half level {photons:.0f}")
print(f"edge shift from photon noise (rms)       {noise_shift:.2f} nm")
print("ALL CHECKS PASSED")
```

Output:

```
wavelength                               193.0 nm
numerical aperture NA                    1.35
cutoff fringe period                     71.48 nm
band edge sigma                          0.08790 rad/nm
slope bound / Imax                       0.04395 1/nm
slope bound                              4.395 % of Imax per nm
two-beam fringe slope / Imax             0.04395 1/nm
least 10-90 % edge width                 21.10 nm
fringe 10-90 % edge width                21.10 nm
least edge shift, 1 % dose, half level   0.114 nm
log-slope bound at I = 0.30 Imax         0.1343 1/nm
interpolation formula, largest error     7.8e-08 (units of sigma)
same formula outside the band, error     0.26 (units of sigma)
search: degree, grid points              6, 1200
search: steepest slope / bound           1.00000
search: slope/(sigma Imax) at I=0.1 Imax 0.30010 (formula 0.30000)
search: slope/(sigma Imax) at I=0.3 Imax 0.45826 (formula 0.45826)
search: slope/(sigma Imax) at I=0.8 Imax 0.40007 (formula 0.40000)
local peak 1, far peak limit             50
  slope / bound from local peak          1.57
random masks, source points per mask     30, 12
  largest slope / bound                  0.560
  spectrum beyond 2NA/wavelength         1.1e-16 (relative)
coherent edge: peak / clear field        1.1870
coherent edge: slope / Imax              0.01590 1/nm
coherent edge: slope / bound             0.362
coherent edge: 10-90 % width             60.6 nm
dense lines: pitch                       80 nm
dense lines: pole radius / pupil radius  0.10
dense lines in focus: slope / Imax       0.03733 1/nm
dense lines in focus: slope / bound      0.849
dense lines: defocus in water (n=1.44)  60 nm
dense lines defocused: slope / bound     0.812
resist index, sine of beam angle         1.70, 0.794
TM fringe: signed contrast               -0.261
TM fringe: slope / bound                 0.414
unpolarized fringe: slope / bound        0.539
acid blur 5 nm rms: slope / bound       0.952
flare 3 % of peak: slope / bound        0.971
laser bandwidth 0.3 pm: bound changes by  1.6e-06 (relative)
peak dose, absorbed fraction             30 mJ/cm2, 0.10
photons absorbed, 10 nm square, half level 1457
edge shift from photon noise (rms)       0.30 nm
ALL CHECKS PASSED
```
